Vacancy-depletion resistivity at a positively charged grain boundary in an acceptor-doped oxide, part 1

(Sections cited here and not found follow in the second part.)

## 1. From core charge to resistivity ratio

A film simulation that gives every mesh cell the bulk density of oxygen vacancies leaves out the resistance of the depleted layers beside positively charged grain boundaries. The omission can be large. For a core potential of 0.40 V at 500 K, the model below gives a mean vacancy resistivity in the layer about three million times the bulk value. A second error is to enter the vacancy charge as e instead of 2e in the barrier energy. For the same core potential this gives a factor of about six hundred. A third is to apply the layer's ratio to the whole grain, although it belongs only to the depleted layer, which is 18 nm thick in the example of Part 2.

The quantity needed is

r = (mean vacancy resistivity of the depleted layer) / (bulk vacancy resistivity).

For a high barrier it tends to

r ≈ exp(u)/(2u), u = zeφ0/kT.

Here e is the elementary charge, ze the vacancy charge with z = 2 for a doubly ionised oxygen vacancy, φ0 the potential of the boundary core relative to the grain interior, k the Boltzmann constant and T the temperature. The barrier energy is zeφ0, so u already contains z. The formula is a limit for large u and not an identity. SI units are used in the derivation and engineering units in the example.

### The model

The boundary is a plane at x = 0, with a core of negligible thickness that carries a fixed positive charge Q per unit area. The grains on its two sides are alike and thick enough to contain a neutral interior. Only the side x > 0 needs to be solved. The potential φ(x) is measured from the grain interior, so φ(0) = φ0 > 0.

The acceptors have uniform density N_A, carry charge −e each and do not move. The vacancies have density c(x), with c = c_b in the interior. Other carriers are too few to affect the charge balance, so neutrality of the interior requires

z c_b = N_A.

The charge density is

ρ_q(x) = e[z c(x) − N_A].

The permittivity ε is constant. The vacancies are dilute, are not bound to acceptors and have the same diffusion coefficient D_v everywhere.

At equilibrium the electrochemical potential of a vacancy,

μ(x) = μ° + kT ln[c(x)/c_ref] + zeφ(x),

is independent of x; μ° and c_ref are constants. Equating its value at x to that in the interior, where φ = 0, gives

kT ln[c(x)/c_b] + zeφ(x) = 0,

c(x) = c_b exp[−zeφ(x)/kT].

A positive core repels positive vacancies. It is convenient to write ψ = zeφ/kT, so that c = c_b exp(−ψ) and ψ(0) = u.

### The depletion potential

Where ψ is well above 1, the vacancy charge is small compared with the acceptor charge. The depletion approximation drops the vacancy charge entirely up to a distance λ from the core and takes the oxide to be neutral beyond it. The charge density is then −eN_A for 0 < x < λ, and Poisson's equation φ'' = −ρ_q/ε becomes

φ'' = eN_A/ε.

The two minus signs cancel, so the potential curves upward. The neutral region has no field and zero potential, which sets φ'(λ) = 0 and φ(λ) = 0. One integration gives

φ'(x) = −(eN_A/ε)(λ − x),

and a second gives

φ(x) = (eN_A/2ε)(λ − x)².

At x = 0 this reads φ0 = eN_Aλ²/(2ε), hence

λ = √[2εφ0/(eN_A)],

φ(x) = φ0(1 − x/λ)².

The field is E = −φ', which is positive and points away from the core. Its value at the core is

E0 = eN_Aλ/ε = 2φ0/λ.

The second form follows on substituting eN_A/ε = 2φ0/λ². The factor 2 arises because the field falls linearly from E0 to zero, so that its mean φ0/λ is half its peak.

A flat Gauss surface around the core has field E0 leaving through each of its two faces. Therefore 2εE0 = Q, and

Q = 2eN_Aλ.

The positive core charge equals the total acceptor charge uncovered on both sides. If a model of the core supplies Q, the depletion approximation gives λ = Q/(2eN_A) and φ0 = eN_Aλ²/(2ε). For a high barrier this φ0 is too low by about kT/(ze), which matters for the resistance, as Part 2 shows. The depletion estimate of φ0 grows as Q² at fixed doping and permittivity.

The approximation is poor near the outer edge, where the vacancy density returns to its bulk value. The condition ψ < 1 reads u(1 − x/λ)² < 1, or λ − x < λ/√u. This strip is a fraction 1/√u of the layer. It contributes little resistance when u is large, but its charge slightly alters the field at the core. Part 2 works out that correction.

### Why local resistivities add

The vacancy flux in the x direction is

J = −(D_v c/kT) dμ/dx.

Inserting μ recovers diffusion and drift:

J = −D_v dc/dx − (zeD_v/kT)c dφ/dx.

The electric current density is j = zeJ. If the driving force is written as the gradient of the voltage-like quantity μ/(ze), then

j = −σ d[μ/(ze)]/dx, σ = z²e²D_v c/kT.

One factor of ze comes from converting flux to current and the other from converting μ to a voltage.

Conservation of vacancies reads ∂c/∂t = −∂J/∂x, so j is uniform in a steady state. Let a small voltage V, equal to the drop of μ/(ze) from x = 0 to x = λ, drive this current. The gradient of μ is already first order in V, since it vanishes at equilibrium. Any change of σ caused by V would add only a second-order term to j. To first order, σ may therefore be evaluated with the equilibrium density. Dividing by σ and integrating gives

V = j ∫₀^λ dx/σ(x).

The resistance of unit area is the integral of the local resistivity 1/σ. Since D_v is constant, σ is proportional to c, and

ρ(x)/ρ_b = c_b/c(x) = exp[ψ(x)],

where ρ_b is the bulk vacancy resistivity. Averaging over the layer gives

r = (1/λ) ∫₀^λ exp[ψ(x)] dx.

The average must be taken over resistivity. Averaging the conductivity and inverting would describe paths in parallel, whereas a vacancy crossing the boundary must pass every plane in turn.

A hopping picture leads to the same law. Divide the layer into n equal hops between sites i = 0 to n. Let the rate from i to i+1 be w exp[(ψ_i − ψ_(i+1))/2], and let the reverse rate have the opposite exponent. These rates keep the equilibrium densities in balance. Write the disturbed density as

c_i = c_b exp(−ψ_i)(1 + η_i),

where η_i is small and stands for the local shift of μ in units of kT. In the forward term the exponents combine as (ψ_i − ψ_(i+1))/2 − ψ_i = −(ψ_i + ψ_(i+1))/2. The backward term gives the same exponent, so the net flux is

J_h = w c_b exp[−(ψ_i + ψ_(i+1))/2](η_i − η_(i+1)).

In a steady state J_h is the same for all hops. Solving for η_i − η_(i+1) and summing gives

η_0 − η_n = [J_h/(w c_b)] Σ exp[(ψ_i + ψ_(i+1))/2].

In the bulk every exponential is 1 and the sum is n. The resistance ratio is thus the mean of exp[(ψ_i + ψ_(i+1))/2] over the hops, which becomes the integral above when the hops are short. As a test, the steady rate equations were solved for u = 8 with 400 hops under voltages of ±0.01 kT/(ze). The resistance agreed with the integral to better than one part in a thousand.

### The integral and its limit

With the parabolic potential, ψ(x) = u(1 − x/λ)². Let s = 1 − x/λ. Then dx = −λ ds, and the limits x = 0 and x = λ become s = 1 and s = 0. The minus sign reverses the limits, and λ cancels:

r = I(u) = ∫₀¹ exp(us²) ds.

This is the result within the depletion approximation for any u. Doping and permittivity set the width of the layer, but at fixed φ0 and T they drop out of r.

For computation, let q = s√u and use Dawson's function F(y) = exp(−y²)∫₀^y exp(q²) dq. Then

I(u) = (1/√u)∫₀^√u exp(q²) dq = exp(u)F(√u)/√u.

To find the limit for large u, substitute t = 1 − s². Then s = √(1 − t) and ds = −dt/[2√(1 − t)], so

I(u) = ½ exp(u) ∫₀¹ exp(−ut)(1 − t)^(−1/2) dt.

The factor exp(−ut) confines the integral to small t. There the binomial series gives

(1 − t)^(−1/2) = 1 + t/2 + 3t²/8 + …

The part of the integral with t > 1/2 is at most exp(−u/2) times ∫ from 1/2 to 1 of (1 − t)^(−1/2) dt, which equals √2. It is exponentially small despite the singularity at t = 1. For t < 1/2 any fixed number of terms can be integrated, with the upper limit moved to infinity at the cost of another exponentially small error. The terms left out contribute only at higher order in 1/u. The result is an asymptotic series, to be cut after a few terms. Using ∫₀^∞ tⁿexp(−ut) dt = n!/u^(n+1),

I(u) = ½ exp(u)[1/u + 1/(2u²) + 3/(4u³) + …]

= [exp(u)/(2u)][1 + 1/(2u) + 3/(4u²) + …].

The leading term is the ratio sought.

Its two factors have separate meanings. The resistivity at the core edge is exp(u) times the bulk value. Near the core, ψ ≈ u − 2ux/λ, so the resistivity falls by a factor exp(1) ≈ 2.72 over the distance

δ = λ/(2u).

The layer therefore acts roughly like a sheet of thickness δ with the peak resistivity, and δ/λ = 1/(2u). The 2 comes from the parabola. A potential falling linearly across the same width would give ∫₀¹ exp(us) ds ≈ exp(u)/u, twice as much.

### Where the limiting form may be used

Since (1 − t)^(−1/2) is never below 1 in the integration range,

I(u) ≥ ½ exp(u)∫₀¹ exp(−ut) dt = [exp(u) − 1]/(2u).

The limiting form can therefore exceed the integral by no more than 1/(2u). That is harmless for a high barrier but serious for a low one. As u tends to zero, I(u) tends to 1 + u/3, as it must when there is no depletion, while exp(u)/(2u) diverges.

The quotient of the integral and its limiting form is 2√u F(√u). The two are equal at u = 0.854. Above this point the limiting form is too small. A numerical search over 1 < u < 6 puts the largest quotient at 1.285, for u = 2.26, where the limiting form is 22% below the integral. The quotient is 1.061 at u = 10 and 1.027 at u = 20. Dawson's function gives I(u) at any u, but at low barriers the depletion approximation itself fails. At u = 2 the integral is 26% below the result with the vacancy charge kept. Code that may meet low barriers should therefore use the integral over ψ derived in Part 2. For large u it should store the logarithm of the ratio, since exp(u) can overflow.

The ratio applies to the depleted width alone. For unit area of one boundary, both sides together have resistance 2λρ_b r. If equal grains of size g > 2λ are crossed in series, each period contains one boundary and its resistance is ρ_b(g − 2λ) + 2λρ_b r. Division by g gives the mean resistivity

ρ_mean = ρ_b[1 + (2λ/g)(r − 1)].

This holds for planar boundaries across the current, with no path around them.

## 2. Corrections, worked example and limits of use

The symbols carried over are these. The core potential φ0 gives the reduced barrier u = zeφ0/kT for vacancies of charge ze. The fixed acceptors have density N_A = z c_b, where c_b is the bulk vacancy density, and ψ = zeφ/kT. In the depletion approximation ψ = u(1 − x/λ)², with λ = √[2εφ0/(eN_A)]. The layer-to-bulk resistivity ratio is I(u) = ∫₀¹ exp(us²) ds, which tends to exp(u)/(2u). Most of the resistance lies within a few lengths δ = λ/(2u) of the core.

### Keeping the vacancy charge

The outer part of the layer is not fully depleted. Keeping the vacancy charge in Poisson's equation gives

φ'' = −(e/ε)(zc − N_A) = (ezc_b/ε)[1 − exp(−ψ)].

Multiplication by ze/kT turns this into

L²ψ'' = 1 − exp(−ψ), L² = εkT/(z²e²c_b).

Substituting φ0 = ukT/(ze) and N_A = zc_b into λ² gives λ² = 2uεkT/(z²e²c_b), so λ = L√(2u). Here λ is only a reference length, because the true profile has no sharp edge.

Multiply the equation by ψ'. The left side becomes L² d(ψ'²/2)/dx and the right side d[ψ + exp(−ψ)]/dx. Deep in the grain ψ and ψ' vanish, which fixes the constant at −1:

½L²ψ'² = ψ − 1 + exp(−ψ).

The depletion approximation has ψ alone on the right. At the core the slope is therefore reduced by the factor √[(u − 1)/u], apart from an exponentially small term. At the same φ0, the vacancies in the outer region cancel some acceptor charge and weaken the field at the core. The zone of high resistance becomes slightly thicker.

If Q is given instead of φ0, the slope at the core is fixed. For a high barrier, u − 1 must then equal the depletion value of u. The core potential is higher than the depletion estimate by kT/(ze), and the resistance is larger by a factor of about exp(1) ≈ 2.7.

Because the profile extends into the grain without an edge, the meaningful quantity is the resistance in excess of bulk material,

R_ex = ρ_b ∫₀^∞ [exp(ψ) − 1] dx.

Since ψ falls steadily from u to 0, it can replace x as the variable. With dx = −dψ/|ψ'|,

R_ex = ρ_bL ∫₀^u [exp(ψ) − 1] / √{2[ψ − 1 + exp(−ψ)]} dψ.

For large u the integral is dominated by ψ near u. Put ψ = u − t and drop terms smaller by a factor exp(−u):

R_ex ≈ [ρ_bL exp(u)/√(2u)] ∫₀^∞ exp(−t)[1 − (1 + t)/u]^(−1/2) dt.

The square root is understood as its expansion in 1/u,

1 + (1 + t)/(2u) + 3(1 + t)²/(8u²) + …

With weight exp(−t), the mean of 1 + t is 2 and the mean of (1 + t)² is 1 + 2 + 2 = 5. Dividing by λρ_b = L√(2u)ρ_b gives

R_ex/(λρ_b) = [exp(u)/(2u)][1 + 1/u + 15/(8u²) + …].

The leading law survives. The first correction is 1/u, twice the 1/(2u) found from the depletion integral. That integral thus captures half of the first correction. A direct integration of the second-order equation for ψ at u = 6, 15 and 40 agreed with the integral over ψ to better than one part in ten thousand.

The full layer ratio is 1 + R_ex/(λρ_b). Relative to exp(u)/(2u) it is 1.128 at u = 10 and 1.056 at u = 20. Multiplying the limiting form by 1 + 1/u leaves it about 2% low at u = 10 and 0.5% low at u = 20.

Half of the correction 1/u comes from the weaker field at the core, since [(u − 1)/u]^(−1/2) ≈ 1 + 1/(2u). The other half comes from the curvature of the potential, which the depletion integral already contains. The leading term follows a simpler rule, which ignores the curvature. If ψ falls linearly over the few δ that matter, one side of the boundary has resistance

R_side ≈ ρ_b exp(u)/|ψ'(0)| = ρ_b exp(u)kT/(zeE0).

This form also serves for non-uniform doping, provided the field E0 stays nearly constant over that zone. At fixed φ0, doping affects the resistance through E0 and through ρ_b.

This part has derived the vacancy resistivity ratio of the depleted layer, which tends to exp(u)/(2u) for a high barrier, and the correction from keeping the vacancy charge. What remains is the temperature dependence, a worked example, and the limits set by other carriers, discreteness, dielectric response, voltage and the differences between the model and a real oxide.
